# Phonon-assisted absorption at an indirect gap: free pairs and excitons, part 2

Light of photon energy $\hbar\omega$ lifts an electron across an indirect gap $E_g$, from the valence-band top at the zone centre to one of $g$ conduction valleys at $\mathbf k_0$. A phonon $\hbar\Omega$, emitted ($\sigma=+1$) or absorbed ($\sigma=-1$), supplies the wave vector. We seek the absorption coefficient $\alpha$.

Units are Gaussian; $m$ is the free-electron mass, $-e$ the electron charge, $V$ the volume, $\rho$ the mass density, $n_r$ the refractive index, $T_L$ the temperature. Electron and hole have masses $m_e,m_h$ and wave vectors $\mathbf k_e$ (from the valley minimum) and $\mathbf k_h=-\mathbf k_v$. Spin gives a factor 2.

Part (a) of the theorem states that, without electron-hole attraction,

$$\alpha=B(\omega)\,\big[N f(x_a)+(N+1)f(x_e)\big],$$

$$B(\omega)=\frac{4\pi^2e^2}{n_rc\,m^2\omega}\;2g\;\frac{\hbar}{2\rho\Omega}\;|T|^2\;\frac{(m_em_h)^{3/2}}{16\pi^3\hbar^6},$$

with $f(x)=x^2$ for $x>0$ and zero otherwise, $N=1/(e^{\hbar\Omega/k_BT_L}-1)$, $x_a=\hbar\omega-E_g+\hbar\Omega$ and $x_e=\hbar\omega-E_g-\hbar\Omega$.

(A4): $T$ is nonzero at the extrema and constant, which needs excess energies small against its denominators. (A5), for part (b) only: isotropic masses, attraction $-e^2/\epsilon_b r$ in the effective-mass approximation, exciton radius $a$ large against the lattice constant, binding energy $R_x$ small against the denominators in $T$, no exchange.

Lemma 1:

$$\alpha=\frac{4\pi^2e^2}{n_rc\,m^2\omega}\frac1V\sum_f|\mathcal M_{fi}|^2\delta(E_f-E_i-\hbar\omega).$$

Lemma 2: the mean squared phonon element is $\ell^2N$ for absorption and $\ell^2(N+1)$ for emission, $\ell^2=\hbar/2\rho V\Omega$.

Lemma 3: $\mathcal M=T\times$ (phonon element of $Q_{\mathbf q}$), the same $T$ for both branches, with

$$T=\sum_{j\ \mathrm{at}\ \mathbf k_v}\frac{D_{cj}\,p_{jv}}{E_v+\hbar\omega-E_j}+\sum_{j\ \mathrm{at}\ \mathbf k_c}\frac{p_{cj}\,D_{jv}}{E_v-\sigma\hbar\Omega-E_j},$$

where $v,c$ are the valence and conduction states, $j$ runs over all bands, $p$ is the momentum along the polarization and $D$ the phonon coupling.

Lemma 4:

$$J(x)\equiv\frac1{V^2}\sum_{\mathbf k_e,\mathbf k_h}\delta\Big(x-\frac{\hbar^2k_e^2}{2m_e}-\frac{\hbar^2k_h^2}{2m_h}\Big)=\frac{(m_em_h)^{3/2}}{16\pi^3\hbar^6}\,x^2\quad(x>0).$$

It follows from $J(x)=\int_0^xG_{m_h}(E)G_{m_e}(x-E)\,dE$, with densities of states $G\propto\sqrt E$ and the substitution $E=x\sin^2\theta$.

### Proof of part (a)

A final state is fixed by the spin, the valley, $\mathbf k_e$, $\mathbf k_h$ and $\sigma$. Given these, the phonon wave vector is fixed, $\mathbf q=\mathbf k_0+\mathbf k_e+\mathbf k_h$, and since modes exist for every $\mathbf q$, no constraint links $\mathbf k_e$ to $\mathbf k_h$. Emission and absorption end in different phonon states, so their probabilities add. The energy condition is $\hbar\omega=E_g+\hbar^2k_e^2/2m_e+\hbar^2k_h^2/2m_h+\sigma\hbar\Omega$, which makes the kinetic energy $x_e$ for $\sigma=+1$ and $x_a$ for $\sigma=-1$. The amplitude $T$ does not depend on the phonon occupations, so the thermal average acts only on the factors of Lemma 2. By (A4) and Lemma 3 one constant $T$ serves both branches. Lemma 1 gives

$$\alpha=\frac{4\pi^2e^2}{n_rc\,m^2\omega}\,\frac1V\;2g\,|T|^2\frac{\hbar}{2\rho V\Omega}\;V^2\big[NJ(x_a)+(N+1)J(x_e)\big].$$

The volumes cancel, the weakness $1/V$ of the coupling to one mode being offset by the second sum over wave vectors, and Lemma 4 completes the result. $\square$

### Remarks on part (a)

*The power.* In a vertical transition $\mathbf k_e+\mathbf k_h=0$ leaves one sum and the onset is $\sqrt x$. Releasing the constraint adds three dimensions, and the number of states below $x$ grows as $x^{6/2}$ instead of $x^{3/2}$; its derivative is $x^2$.

*Temperature.* As $T_L\to0$, $N\to0$ and only the branch at $E_g+\hbar\Omega$ remains. Between the thresholds $\sqrt\alpha=\sqrt{BN}\,x_a$ is a straight line in $\hbar\omega$ as far as $B$ is constant. Above the upper threshold, with $y=\hbar\omega-E_g$, the bracket is $(2N+1)[y^2+(\hbar\Omega)^2]-2\hbar\Omega\,y$, so $\sqrt\alpha$ is not exactly linear there; the emission line appears only after the absorption branch is subtracted. The thresholds lie $2\hbar\Omega$ apart with $E_g$ at their midpoint.

*Size of the error in (A4).* Take the single path through a zone-centre conduction band at $E_0$ with mass $m_\Gamma$, and constant $p$ and $D$. For hole kinetic energy $E$ the denominator has magnitude $E_0+\hbar^2k_h^2/2m_\Gamma+E-\hbar\omega=\Delta+bE$, with $\Delta=E_0-\hbar\omega$ and $b=1+m_h/m_\Gamma$. Then $|T|^2$ acquires the factor $(1+bE/\Delta)^{-2}\simeq1-2bE/\Delta$. The weight $\sqrt{E(x-E)}$ is symmetric about $x/2$, so the mean of $E$ is $x/2$, and one branch of $\alpha$ is multiplied by $1-bx/\Delta$ to first order; quadrature at small $x/\Delta$ tests this coefficient. Near $\hbar\omega=E_0$ the expansion fails altogether and direct absorption takes over.

*Forbidden case.* If symmetry makes $T$ vanish at the extrema and it grows linearly in $k_e$ or $k_h$, then $|T|^2$ supplies one more power of energy under the convolution integral, and the substitution $E=x\sin^2\theta$ shows the onset to be $x^3$. Several phonon branches or several valence bands add their contributions, each with its own thresholds.

### Worked example, free pairs

The model has round parameters and stands for no material: $E_g=1.0$ eV, $E_0=3.0$ eV, $\hbar\Omega=0.05$ eV, $m_e=0.3m$, $m_h=m_\Gamma=0.5m$, $g=6$, $n_r=3.5$, $\rho=2.5$ g/cm$^3$, $D=5\times10^8$ eV/cm, and the single path $|T|^2=|p|^2(D/\Delta)^2$ with $E_P=2|p|^2/m=20$ eV. The thresholds are $0.95$ eV and $1.05$ eV. At $\hbar\omega=1.1$ eV the light factor $4\pi^2e^2|p|^2/n_rc\,m^2\omega$ is $5.702\times10^{-16}$ eV cm$^2$, $\hbar/2\rho\Omega=2.777\times10^{-42}$ cm$^5$, $(D/\Delta)^2=6.925\times10^{16}$ cm$^{-2}$ and $J/x^2=2.647\times10^{41}$ cm$^{-6}$ eV$^{-3}$. The product is

$$B=5.702\times10^{-16}\cdot12\cdot2.777\times10^{-42}\cdot6.925\times10^{16}\cdot2.647\times10^{41}=348\ \mathrm{cm^{-1}eV^{-2}},$$

a value that the check reproduces by a separate evaluation in SI units. At 300 K, $k_BT_L=0.02585$ eV, $N=0.169$ and $(N+1)/N=6.92$. With $x_a=0.15$ eV and $x_e=0.05$ eV,

$$\alpha=348\,(0.169\cdot0.0225+1.169\cdot0.0025)=348\,(0.00380+0.00292)=2.34\ \mathrm{cm^{-1}}.$$

At 77 K, $N=5.3\times10^{-4}$, the ratio of weights is about $1900$, and $\alpha=0.875$ cm$^{-1}$, nearly all from emission. Between the thresholds, at $1.00$ eV, $\alpha$ falls from $0.146$ cm$^{-1}$ at 300 K to $4.6\times10^{-4}$ cm$^{-1}$ at 77 K, in proportion to $N$. All comparisons of temperatures here hold $E_g$ fixed. In a real crystal the gap widens on cooling, by about 40 meV between 300 K and 77 K in silicon, which is comparable with $\hbar\Omega$; the proportionality then holds at fixed excess energy $x_a$, not at fixed photon energy.

$B$ stays between $345.7$ and $355.6$ cm$^{-1}$eV$^{-2}$ at the photon energies computed from $0.94$ to $1.20$ eV, with the lowest value at $1.00$ eV. The reason is that $B\propto1/[\hbar\omega(E_0-\hbar\omega)^2]$ has logarithmic derivative $-1/\hbar\omega+2/(E_0-\hbar\omega)$, which vanishes at $\hbar\omega=E_0/3=1$ eV; the flatness belongs to this choice of parameters. The neglected $k$ dependence of the denominator is larger. With $b=2$, the emission branch at $1.1$ eV is reduced to $0.950$ of its constant-$T$ value (first order $1-2\cdot0.05/1.9=0.947$), and at $1.2$ eV to $0.856$ (first order $0.833$). For the absorption branch at $1.1$ eV, with $x_a=0.15$ eV, the first-order factor is $1-2\cdot0.15/1.9=0.84$. The constant-$T$ values of $\alpha$ above are therefore too high by about 5 per cent of their size, and by about 10 per cent for the value at $1.1$ eV and 300 K; their last digits serve only to follow the arithmetic. These sizes depend on $m_\Gamma$, which was chosen independently of $E_P$. The coupling of the two bands alone would give $m/m_\Gamma=1+E_P/E_0$, that is $m_\Gamma=0.13m$; with $m_h=0.5m$ this makes $b=4.8$, and the emission branch at $1.1$ eV is reduced to $0.89$ instead of $0.95$.

## II. Indirect excitons

The symbols carried over are these. The excess energies are $x_a=\hbar\omega-E_g+\hbar\Omega$ (phonon absorbed, weight $N$) and $x_e=\hbar\omega-E_g-\hbar\Omega$ (phonon emitted, weight $N+1$). Photon and phonon together create the pair state $|\mathbf k_e,\mathbf k_h\rangle$ with the constant amplitude $T$ times the phonon element, whose mean square is $N$ or $N+1$ times $\hbar/2\rho V\Omega$, the wave vector involved being $\mathbf q=\mathbf k_0+\mathbf k_e+\mathbf k_h$. The density of states for mass $m^*$ is $G_{m^*}(E)=(2m^*/\hbar^2)^{3/2}\sqrt E/4\pi^2$, the integral $\int_0^x\sqrt{E(x-E)}\,dE$ equals $\pi x^2/8$, and

$$\alpha=C(\omega)\big[NJ(x_a)+(N+1)J(x_e)\big],\qquad C=\frac{4\pi^2e^2}{n_rc\,m^2\omega}\,2g\,\frac{\hbar}{2\rho\Omega}|T|^2,\qquad B=C\,\frac{(m_em_h)^{3/2}}{16\pi^3\hbar^6},$$

with $J=(m_em_h)^{3/2}x^2/16\pi^3\hbar^6$ for free pairs. The exciton masses are $\mu=m_em_h/M$ and $M=m_e+m_h$, and the scales are $a=\epsilon_b\hbar^2/\mu e^2$ and $R_x=\mu e^4/2\hbar^2\epsilon_b^2$.

The attraction changes the final states, which become superpositions of pair states. It also acts in the intermediate states. Under (A5) this is neglected along with the $k$ dependence of $T$, so $T$ remains the amplitude for creating each component $|\mathbf k_e,\mathbf k_h\rangle$. The relative error is of order $x/\Delta$ and $\sqrt{R_x/\Delta}$. For the single path, the denominator $\Delta+\hbar^2k^2/2\mu'$ with $1/\mu'=1/m_h+1/m_\Gamma$ has the Fourier transform $e^{-r/\lambda}/4\pi\lambda^2r$ times $1/\Delta$, with $\lambda^2=\hbar^2/2\mu'\Delta$, so the pair is created over a range with $\langle r\rangle=2\lambda$ and $\langle1/r\rangle=1/\lambda$. Over that range an $s$ envelope, $\phi\simeq\phi(0)(1-r/a)$, falls by $2\lambda/a$, and the attraction in the intermediate state relative to $\Delta$ is $e^2/\epsilon_b\lambda\Delta=2(\mu'/\mu)\lambda/a$, with $\lambda/a=\sqrt{\mu R_x/\mu'\Delta}$. Both are relative changes of the amplitude, doubled in $\alpha$, and they have opposite signs: the first lowers the amplitude and the second raises it, so the net first-order change is $2(\mu'/\mu-1)\lambda/a$. It vanishes for $\mu'=\mu$, where the $1s$ envelope is an eigenfunction of the intermediate problem and the amplitude at $\mathbf K=0$ is multiplied by $\Delta/(\Delta-R_x)$. Without exchange the two spin orientations remain independent and the factor 2 stands.

### Lemma 5. The weight of an exciton state

*With attraction, $J$ is replaced by*

$$J_x(x)=\sum_\nu|\phi_\nu(0)|^2\,G_M(x-\mathcal E_\nu),$$

*where $\phi_\nu(\mathbf r)$ are the normalized eigenfunctions of $-\hbar^2\nabla^2/2\mu-e^2/\epsilon_br$ with energies $\mathcal E_\nu$.*

*Proof.* Put $\mathbf k_e=\mathbf k+(m_e/M)\mathbf K$ and $\mathbf k_h=-\mathbf k+(m_h/M)\mathbf K$, so that $\mathbf K=\mathbf k_e+\mathbf k_h$. For each Cartesian component the Jacobian determinant is $1\cdot m_h/M-(-1)\,m_e/M=1$, so states are counted as before. In the kinetic energy the cross terms are $\hbar^2\mathbf k\cdot\mathbf K/M$ from the electron and $-\hbar^2\mathbf k\cdot\mathbf K/M$ from the hole and cancel; the $K^2$ terms give $\hbar^2K^2(m_e+m_h)/2M^2$. Thus

$$\frac{\hbar^2k_e^2}{2m_e}+\frac{\hbar^2k_h^2}{2m_h}=\frac{\hbar^2k^2}{2\mu}+\frac{\hbar^2K^2}{2M}.$$

The attraction depends on $\mathbf r=\mathbf r_e-\mathbf r_h$ alone. It transfers equal and opposite wave vectors to the two particles, conserving $\mathbf K$, and its matrix element depends only on the change of $\mathbf k$. The eigenstates are therefore $|\mathbf K,\nu\rangle=\sum_{\mathbf k}\psi_\nu(\mathbf k)|\mathbf k,\mathbf K\rangle$ with energy $E_g+\mathcal E_\nu+\hbar^2K^2/2M$, where $\psi_\nu$ does not depend on $\mathbf K$ and $\phi_\nu(\mathbf r)=V^{-1/2}\sum_{\mathbf k}\psi_\nu(\mathbf k)e^{i\mathbf k\cdot\mathbf r}$ is the normalized relative wave function.

All components of $|\mathbf K,\nu\rangle$ require the same phonon, $\mathbf q=\mathbf k_0+\mathbf K$, so their amplitudes add coherently. The electronic amplitude is $T\sum_{\mathbf k}\psi^*_\nu(\mathbf k)=T\sqrt V\phi^*_\nu(0)$. The double sum of Lemma 4 becomes

$$\frac1{V^2}\sum_{\mathbf K}\sum_\nu V|\phi_\nu(0)|^2\,\delta\Big(x-\mathcal E_\nu-\frac{\hbar^2K^2}{2M}\Big),$$

and $V^{-1}\sum_{\mathbf K}\delta(E-\hbar^2K^2/2M)=G_M(E)$. $\square$

*Remarks.* A constant $T$ in $\mathbf k$ space is a contact operator in real space: the pair is created at one point, on the scale of $a$. For free pairs $|\phi(0)|^2=1/V$ for each $\mathbf k$, the sum over $\nu$ gives $G_\mu$, and $J_x$ is the convolution of $G_\mu$ with $G_M$; since $\mu M=m_em_h$, Lemma 4 is recovered. For a direct exciton the photon fixes $\mathbf K\simeq0$ and a bound state appears as a line. Here every $\mathbf K$ is reachable, and each bound state opens a band with the density of states of a single particle of mass $M$, which is the origin of the square root. The dispersion $K^2/2M$ and the $K$-independence of $|\sum_k\psi|^2$ are tested by diagonalizing a one-dimensional electron-hole problem in $k$ space at two values of $K$ against the relative problem in real space.

### Lemma 6. Hydrogenic weights

*The bound states with weight are the $s$ states, with $\mathcal E_n=-R_x/n^2$ and $|\phi_n(0)|^2=1/\pi a^3n^3$. The continuum weight in the interval $dt$ of $t=\mathcal E/R_x$ is*

$$\frac{1}{4\pi^2a^3}\,\sqrt t\,S(t)\,dt,\qquad S=\frac{2\pi\eta}{1-e^{-2\pi\eta}},\qquad\eta=\frac1{\sqrt t}.$$

*Proof.* From the definitions $\hbar^2/2\mu a^2=R_x$ and $e^2/\epsilon_ba=2R_x$. With lengths in $a$ and energies in $R_x$, and $\phi=r^{-1}\mathrm u(r)Y_{lm}$, the radial equation is

$$-\mathrm u''+\frac{l(l+1)}{r^2}\mathrm u-\frac2r\mathrm u=\mathcal E\,\mathrm u .$$

The regular solution behaves as $r^{l+1}$, so $\phi(0)\neq0$ only for $l=0$, where $Y_{00}=(4\pi)^{-1/2}$ gives $|\phi(0)|^2=\mathrm u'(0)^2/4\pi$ for $\int\mathrm u^2dr=1$.

Bound states. Keep $l\ge0$ as a real parameter, set $\mathcal E=-\kappa^2$ and $\mathrm u=e^{-\kappa r}\sum_jc_jr^{j+l+1}$. For a term with power $s=j+l+1$ the second derivative is $e^{-\kappa r}[s(s-1)r^{s-2}-2\kappa sr^{s-1}+\kappa^2r^s]$. The $\kappa^2$ terms cancel against $\mathcal E$, and the coefficient of $r^{j+l}$ gives

$$\big[(j+l+2)(j+l+1)-l(l+1)\big]c_{j+1}=2\big[\kappa(j+l+1)-1\big]c_j .$$

If the series does not end, $c_{j+1}/c_j\to2\kappa/j$, the sum grows as $e^{2\kappa r}$ and $\mathrm u$ is not normalizable. It ends at $j=j_0$ when $\kappa=1/(j_0+l+1)$, so $\mathcal E=-1/(j_0+l+1)^2$, and for $l=0$, $\mathcal E_n=-1/n^2$ with $n=j_0+1$.

The value at the origin follows from two identities. Multiply the $l=0$ equation by $2\mathrm u'$ and integrate over $r$. The first term gives $-[\mathrm u'^2]_0^\infty=\mathrm u'(0)^2$. The potential term gives $-\int(2/r)(\mathrm u^2)'dr=-\int(2/r^2)\mathrm u^2dr$ after an integration by parts whose boundary term vanishes since $\mathrm u^2/r\to0$. The right side is $\mathcal E[\mathrm u^2]_0^\infty=0$. Hence $\mathrm u'(0)^2=2\langle r^{-2}\rangle$. The Hellmann-Feynman theorem in the parameter $l$ at fixed $j_0$ gives $d\mathcal E/dl=(2l+1)\langle r^{-2}\rangle$; the boundary term in its proof vanishes as $r\to 0$, because $\partial_l\mathrm u\sim r\ln r$ at $l=0$. The left side is $2/(j_0+l+1)^3$, so $\langle r^{-2}\rangle=2/n^3$, $\mathrm u'(0)^2=4/n^3$ and $|\phi_n(0)|^2=1/\pi n^3$.

Continuum. Set $\mathcal E=t=k^2$, $\eta=1/k$, $l=0$, $\mathrm u=r\chi$. Since $\mathrm u''=r\chi''+2\chi'$, the equation is $r\chi''+k^2r\chi+2\chi'+2\chi=0$. Try $\chi=\int_{-k}^kw(s)e^{isr}ds$, which is regular at $r=0$. The first two terms give $\int(k^2-s^2)w\,re^{isr}ds$, and $re^{isr}=-i\partial_se^{isr}$; integrating by parts gives $i\int[(k^2-s^2)w'-2sw]e^{isr}ds$ provided $(k^2-s^2)w$ vanishes at $s=\pm k$. The last two terms give $\int(2is+2)we^{isr}ds$. The terms in $sw$ cancel, leaving

$$\frac{w'}{w}=\frac{2i}{k^2-s^2}=i\eta\Big(\frac1{k-s}+\frac1{k+s}\Big),\qquad w=\Big(\frac{k+s}{k-s}\Big)^{i\eta}.$$

As $|w|=1$ on the interval, the boundary condition holds, and $w(-s)=w(s)^*$ makes $\chi$ real.

Part (a) is proved, and Lemma 5 expresses the effect of the attraction through the weights $|\phi_\nu(0)|^2$; the bound-state weights are found and the continuum solution is written as an integral. It remains to evaluate and normalize that solution, prove part (b), and examine its limits and the exciton example.
